# Trigonal field, spin-orbit coupling and the splitting of ruby's R lines, part 2

The red lines $R_1$, $R_2$ of ruby reflect the splitting of the Cr$^{3+}$ ($d^3$) term ${}^2E$ into Kramers doublets, $\bar E$ below and $2\bar A$ above. The result to be derived, for pure $t_2^3$ and second order in the trigonal field $V$ and spin-orbit coupling $H_{so}$, is

$$E(2\bar A)-E(\bar E)=\frac{4\,v\,\zeta}{3\,\Delta},\qquad \Delta=E({}^2T_2)-E({}^2E).$$

Energies are in cm$^{-1}$; $\hbar=1$. The $t_2$ orbitals $\phi_a$ are $1=yz$, $2=zx$, $3=xy$, each times $\sqrt{15}$; the $e$ orbitals, $10Dq$ higher, are $u=\tfrac{\sqrt5}{2}(3z^2-1)$ and $w=\tfrac{\sqrt{15}}{2}(x^2-y^2)$. Sphere averages are written $\langle\dots\rangle$. The operator $a^\dagger_\sigma$ creates spin $\sigma$ in orbital $a$, $A^\dagger=a^\dagger_\uparrow a^\dagger_\downarrow$ (likewise $B^\dagger$, $C^\dagger$), and $\mathbf S_a$ is the spin in orbital $a$. Inside $t_2$, with $v=\varepsilon(a_1)-\varepsilon(e)$ the trigonal orbital splitting,

$$V=\frac v3\sum_{a\ne b}\sum_\sigma a^\dagger_\sigma b_\sigma .$$

$$H_{so}=\frac\zeta2\sum_{k,a,b}i\,\epsilon_{kab}\sum_{\sigma\sigma'}a^\dagger_\sigma(\sigma_k)_{\sigma\sigma'}b_{\sigma'} .$$

Singly occupied states form the ground term ${}^4A_2$ and ${}^2E$; $(A^\dagger\pm B^\dagger)c^\dagger_\sigma|0\rangle/\sqrt2$ form ${}^2T_2$ ($+$) and ${}^2T_1$ ($-$). Coulomb mixing with $t_2^2e$ and higher configurations makes $\delta=E({}^2T_1)-E({}^2E)$ finite; $\Delta$ and $\delta$ are taken as given.

With $P$ projecting on ${}^2E$ (energy zero), $P_T$ on term $T$, and $W=V+H_{so}$,

$$H_{\rm eff}=PWP-\sum_{T\ne{}^2E}\frac{PWP_TWP}{E_T}.$$

Here $PWP=0$, and $WP$ lies wholly in ${}^2T_2$. By symmetry neither perturbation alone splits ${}^2E$, to any order.

The rotation $C_3$ about $\mathbf n=(1,1,1)/\sqrt3$ takes $1\to2\to3\to1$, with eigenvalues $e^{-2\pi iM/3}$, $M=\pm1$, on ${}^2E$; $m_s$ is the spin projection on $\mathbf n$. The doublets differ in the sign of $Mm_s$.

In the introductory four-state model a bilinear splitting requires, first, that both perturbations reach the same upper state and, second, that their relative sign differ between the two lower states.

Ruby inputs: $10Dq=18000$, Racah parameters $B=650$, $C=3100$, $\zeta=180$, $v=800$, and second trigonal parameter $v'=700$.

Because $WP$ lies wholly in ${}^2T_2$, the projector on that term may be replaced by unity, and $H_{\rm eff}=-PW^2P/\Delta$. The parts in $v^2$ and $\zeta^2$ are multiples of the identity on ${}^2E$, by the two symmetry arguments above applied order by order. The cross part is

$$H_\times=-\frac1\Delta P\,(VH_{so}+H_{so}V)\,P .$$

In $PVH_{so}P$ the spin-orbit operator moves an electron from $b$ to $a$, leaving $a$ full and $b$ empty. The only hop of $V$ that restores single occupancy is $a\to b$. Hence

$$PVH_{so}P=\frac v3\cdot\frac\zeta2\sum_{k,a,b}i\epsilon_{kab}\;P\sum_{\tau\sigma\sigma'}b^\dagger_\tau a_\tau\,a^\dagger_\sigma(\sigma_k)_{\sigma\sigma'}b_{\sigma'}\,P .$$

Moving $b_{\sigma'}$ to the left past $a^\dagger_\sigma$ and $a_\tau$ costs two signs, which cancel, and gives $(b^\dagger_\tau b_{\sigma'})(a_\tau a^\dagger_\sigma)$. For a singly occupied orbital,

$$b^\dagger_\tau b_{\sigma'}=\left(\tfrac12+\mathbf S_b\cdot\boldsymbol\sigma\right)_{\sigma'\tau}.$$

The index order is checked on two cases: $\tau=\sigma'=\uparrow$ gives $n_\uparrow=\tfrac12+S^z_b$, and $\tau=\uparrow$, $\sigma'=\downarrow$ gives $S^x_b(\sigma_x)_{\downarrow\uparrow}+S^y_b(\sigma_y)_{\downarrow\uparrow}=S_b^x+iS_b^y=S_b^+$, as it should for $b^\dagger_\uparrow b_\downarrow$. The same rule gives $a_\tau a^\dagger_\sigma=\delta_{\tau\sigma}-a^\dagger_\sigma a_\tau=(\tfrac12-\mathbf S_a\cdot\boldsymbol\sigma)_{\tau\sigma}$. The indices run $\sigma\sigma'$, $\sigma'\tau$, $\tau\sigma$ and close into a trace over the Pauli matrices. With ${\rm Tr}\,\sigma_k=0$, ${\rm Tr}\,\sigma_k\sigma_i=2\delta_{ki}$ and ${\rm Tr}\,\sigma_k\sigma_i\sigma_j=2i\epsilon_{kij}$,

$${\rm Tr}\left[\sigma_k\left(\tfrac12+\mathbf S_b\cdot\boldsymbol\sigma\right)\left(\tfrac12-\mathbf S_a\cdot\boldsymbol\sigma\right)\right]=S_b^k-S_a^k-2i(\mathbf S_b\times\mathbf S_a)_k=S_b^k-S_a^k+2i(\mathbf S_a\times\mathbf S_b)_k ,$$

where the last step uses that spins in different orbitals commute. Multiplied by $i\epsilon_{kab}$, the term $S_b^k-S_a^k$ is $i$ times a Hermitian operator and cancels when the adjoint $PH_{so}VP$ is added. The term with the cross product becomes $-2\epsilon_{kab}(\mathbf S_a\times\mathbf S_b)_k$, which is Hermitian and doubles:

$$P(VH_{so}+H_{so}V)P=2\cdot\frac{v\zeta}{6}\cdot(-2)\sum_{k,a,b}\epsilon_{kab}\,P(\mathbf S_a\times\mathbf S_b)_kP .$$

Exchanging $a$ and $b$ reverses both $\epsilon_{kab}$ and the cross product, so the six ordered pairs give twice the three cyclic ones. The prefactor becomes $-\tfrac23\cdot2=-\tfrac43$, and the minus sign of second-order theory makes it positive:

$$H_\times=\frac{4v\zeta}{3\Delta}\,P\left[(\mathbf S_1\times\mathbf S_2)_z+(\mathbf S_2\times\mathbf S_3)_x+(\mathbf S_3\times\mathbf S_1)_y\right]P .$$

This is an antisymmetric exchange of Dzyaloshinskii–Moriya form between the three spins of one ion.

The space of $P$ is a spin $\tfrac12$ times a two-dimensional orbital label. An operator $\mathbf X$ that is a vector under rotations of the total spin $\mathbf S$ has, by the Wigner–Eckart theorem, the projected form $PX_kP=G\,S_k$, with $G$ acting on the orbital label only. Multiplying by $S_k$, which commutes with $P$, and summing gives $P\,\mathbf S\cdot\mathbf X\,P=\tfrac34G$. For $\mathbf X=\mathbf S_1\times\mathbf S_2$ the product has three pieces. Using $\mathbf S_a\times\mathbf S_a=i\mathbf S_a$,

$$\mathbf S_1\cdot(\mathbf S_1\times\mathbf S_2)=(\mathbf S_1\times\mathbf S_1)\cdot\mathbf S_2=i\,\mathbf S_1\cdot\mathbf S_2,$$

$$\mathbf S_2\cdot(\mathbf S_1\times\mathbf S_2)=\epsilon_{ijk}S_2^iS_1^jS_2^k=-S_1^j\,\epsilon_{jik}S_2^iS_2^k=-i\,\mathbf S_1\cdot\mathbf S_2 ,$$

and these cancel. What is left is $\mathbf S_3\cdot(\mathbf S_1\times\mathbf S_2)$, the scalar chirality

$$\chi=\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_3),$$

which is unchanged by cyclic permutation of the three commuting spins. The same $\chi$ therefore results for all three pairs, $G=\tfrac43\chi$ each time, and the three components add to $S_x+S_y+S_z=\sqrt3\,S_n$:

$$H_\times=\frac{4v\zeta}{3\Delta}\cdot\frac43\,\chi\,\sqrt3\,S_n=\frac{16\sqrt3}{9}\,\frac{v\zeta}{\Delta}\,\chi\,S_n .$$

The eigenvalues of $\chi$ and their relation to $M$ come from one calculation. Since $\chi$ is a spin scalar, any quantization axis will do. Take the three states $|k\rangle$ with the spin in orbital $k$ down and the other two up, and let $\mathcal C|k\rangle=|k+1\rangle$ cyclically. The six terms of the triple product can be grouped by the spin that carries the $z$ component, $\chi=\sum_{\rm cyc}S_1^z(S_2^xS_3^y-S_2^yS_3^x)$. From $S_2^+S_3^--S_2^-S_3^+=2i(S_2^yS_3^x-S_2^xS_3^y)$ it follows that

$$\chi=\frac i2\sum_{\rm cyc}S_1^z\left(S_2^+S_3^--S_2^-S_3^+\right).$$

The operator $S_2^+S_3^-$ moves the down spin from 2 to 3 while $S_1^z=+\tfrac12$, and the cyclic partners move it $3\to1$ and $1\to2$. Together they give $\tfrac12\mathcal C$, and the terms with the opposite hop give $\tfrac12\mathcal C^{-1}$, so

$$\chi=\frac i4\left(\mathcal C-\mathcal C^{-1}\right).$$

With $\omega=e^{2\pi i/3}$, the eigenvalue $\mathcal C=1$ is the symmetric state, a member of the quartet, with $\chi=0$. For $\mathcal C=\omega^{-1}$, $\chi=\tfrac i4(-i\sqrt3)=+\tfrac{\sqrt3}4$, and for $\mathcal C=\omega$, $\chi=-\tfrac{\sqrt3}4$. On the doublets this can be written $\mathcal C=-\tfrac12-2i\chi$. The orbital rotation acts as

$$1^\dagger_{\sigma_1}2^\dagger_{\sigma_2}3^\dagger_{\sigma_3}\to2^\dagger_{\sigma_1}3^\dagger_{\sigma_2}1^\dagger_{\sigma_3}=1^\dagger_{\sigma_3}2^\dagger_{\sigma_1}3^\dagger_{\sigma_2},$$

with no sign because the reordering takes two transpositions. The spin that was in orbital $k$ is now in orbital $k+1$, so the orbital $C_3$ is the permutation $\mathcal C$. Its eigenvalue is $e^{-2\pi iM/3}$, so $\mathcal C=\omega^{-1}$ is $M=+1$, and $\chi=\tfrac{\sqrt3}{4}M$ on ${}^2E$. The orbital label of ${}^2E$ is the chirality of three spins. Then

$$H_\times=\frac{16\sqrt3}{9}\cdot\frac{\sqrt3}4\,\frac{v\zeta}{\Delta}\,M\,m_s=\frac{4v\zeta}{3\Delta}\,M\,m_s .$$

The pair $2\bar A$ has $Mm_s=+\tfrac12$ and energy $+2v\zeta/3\Delta$; the pair $\bar E$ has $Mm_s=-\tfrac12$ and energy $-2v\zeta/3\Delta$. The difference is $4v\zeta/3\Delta$. Since $\zeta>0$ for a $d$ electron in an attractive central field, the order of the two doublets gives the sign of $v$ in this approximation: $2\bar A$ above $\bar E$ means that the $a_1$ orbital lies above the $e$ pair. The rule fails for small $|v|$ once configurations mix: in the full $d^3$ model below, with the ruby value of the second trigonal parameter, $2\bar A$ is still about 1.4 cm$^{-1}$ above $\bar E$ at $v=-100$ cm$^{-1}$, and the order reverses only between $-100$ and $-200$ cm$^{-1}$ (figures not among those the program prints). The product $Mm_s$ is the second requirement of the four-state model. The trigonal field is real and treats $M=\pm1$ alike, the orbital momentum is imaginary, so that its elements between ${}^2E$ and ${}^2T_2$ change sign relative to those of $V$ when $M$ is reversed, and so the relative sign of the two amplitudes follows $Mm_s$.

The numerical check builds the Coulomb and angular-momentum matrices by angular quadrature and all operators on the 120 determinants of $d^3$. It asserts the matrix $i\epsilon_{kab}$, the $t_2^3$ energies, the selection rule, the cross-product form and the $\chi S_n$ form of $H_\times$ as matrix identities against the numerical sum over ${}^2T_2$ states, the eigenvalues of $\chi$, the identity $C_3=-\tfrac12-2i\chi$, and the coefficient, printed as 1.333333 with the doublets labelled by the numerical rotation operator.

Inside $t_2^3$ the corrections to this result begin at fourth order, because the shell is half filled. Define a unitary particle-hole map $\Gamma$ by $a^\dagger_\uparrow\to a_\downarrow$, $a^\dagger_\downarrow\to-a_\uparrow$ for every $t_2$ orbital, with the adjoints $a_\uparrow\to a^\dagger_\downarrow$, $a_\downarrow\to-a^\dagger_\uparrow$, and the vacuum mapped on the full shell $A^\dagger B^\dagger C^\dagger|0\rangle$. For $a\ne b$,

$$a^\dagger_\uparrow b_\uparrow\to a_\downarrow b^\dagger_\downarrow=-b^\dagger_\downarrow a_\downarrow,\qquad a^\dagger_\downarrow b_\downarrow\to-b^\dagger_\uparrow a_\uparrow,\qquad a^\dagger_\uparrow b_\downarrow\to -a_\downarrow b^\dagger_\uparrow=b^\dagger_\uparrow a_\downarrow ,$$

and likewise $a^\dagger_\downarrow b_\uparrow\to b^\dagger_\downarrow a_\uparrow$. So $a^\dagger b\to-b^\dagger a$ and $a^\dagger\sigma_kb\to+b^\dagger\sigma_ka$. The first multiplies a symmetric matrix and the second an antisymmetric one, so $V\to-V$ and $H_{so}\to-H_{so}$. On states, a singly occupied orbital maps to minus itself, since $a_\downarrow A^\dagger|0\rangle=-a^\dagger_\uparrow|0\rangle$ and $-a_\uparrow A^\dagger|0\rangle=-a^\dagger_\downarrow|0\rangle$. An empty orbital becomes full with sign $+$, and a full one becomes empty with sign $-$, since $A^\dagger\to-a_\downarrow a_\uparrow=-A$. The singly occupied family has parity $(-1)^3=-1$, and $A^\dagger c^\dagger_\sigma|0\rangle\to(-1)(-1)B^\dagger c^\dagger_\sigma|0\rangle$, so ${}^2T_2$ is even and ${}^2T_1$ is odd. An operator that is odd under $\Gamma$ connects only states of opposite parity. Thus $W$ connects the set $\{{}^4A_2,{}^2E,{}^2T_1\}$ with ${}^2T_2$ and has no elements within either set. Every closed path from ${}^2E$ has an even number of steps, and the spectrum is unchanged under $(v,\zeta)\to(-v,-\zeta)$.

A fourth-order path runs ${}^2E\to{}^2T_2\to X\to{}^2T_2\to{}^2E$. For $X={}^2T_1$ the denominator is $\Delta^2\delta$. For $X={}^4A_2$ it is $\Delta^2$ times the distance to the ground term, and the renormalization terms carry $\Delta^3$; none of these contains $\delta$. The fourth-order splitting therefore has the form $a_4+b_4/\delta$. The $1/\delta$ part is the square of an effective ${}^2E$–${}^2T_1$ coupling, whose pieces are of size $v^2/\Delta$, $v\zeta/\Delta$ and $\zeta^2/\Delta$, divided by $\delta$. The second-order result is useful only if these three energies are small compared with $\delta$, which is a stronger condition than $v,\zeta\ll\Delta$. As $\delta\to0$ the ten states of ${}^2E$ and ${}^2T_1$ must be treated together, and a splitting of ${}^2E$ is no longer defined. The program tests these statements on the exact $20\times20$ matrix with assigned term energies: no splitting with either perturbation alone, invariance under reversal of both, agreement with $4v\zeta/3\Delta$ to better than $10^{-3}$ of its value when $v$ and $\zeta$ are scaled by 0.02, reversal of the splitting with the sign of $v$, a relative error that falls fourfold when the scale is halved, and linearity of the fourth-order term in $1/\delta$.

The mixing of configurations that produces $\delta$ also alters the rest of the argument, and the trigonal field then needs a second parameter, for its elements between $t_2$ and $e$. The combinations $x_+=-(\omega\phi_1+\bar\omega\phi_2+\phi_3)/\sqrt3$ and $u_+=-(u+iw)/\sqrt2$ both have $C_3$ eigenvalue $\bar\omega$. For $x_+$ the permutation gives $\omega\phi_2+\bar\omega\phi_3+\phi_1=\bar\omega(\omega\phi_1+\bar\omega\phi_2+\phi_3)$, using $\bar\omega\cdot\omega=1$ and $\bar\omega^2=\omega$. For $u_+$, $u+iw\propto z^2+\omega x^2+\bar\omega y^2$, which has the same structure. The parameter is $v'=\langle x_+|V|u_+\rangle$, taken real, as it is when the site has the vertical mirror planes of $C_{3v}$; the Cr site in ruby has only $C_3$, and the real $v'$ is an approximation to it. The $t_2$ block, and so the coefficient $4/3$, needed $C_3$ only. The sign convention of $v'$ can be fixed on the pure rank-2 field $A(xy+yz+zx)$. There $v/3=15A\langle x^2y^2z^2\rangle=A/7$. Also $\langle3|V|u\rangle=\tfrac{5\sqrt3}{2}A\langle x^2y^2(3z^2-1)\rangle=\tfrac{5\sqrt3}2A\left(\tfrac3{105}-\tfrac7{105}\right)=-\tfrac{2\sqrt3}{21}A$ and $\langle 3|V|w\rangle=0$. The three $t_2$ components contribute equally by $C_3$ symmetry, so $v'=\tfrac3{\sqrt6}\langle3|V|u\rangle=-\tfrac{\sqrt2}7A=-\tfrac{\sqrt2}{3}v$, which the program asserts by quadrature. A general trigonal field has rank-4 parts as well, and $v$ and $v'$ are independent. The $e$–$e$ block vanishes: the trigonal field transforms as a $T_2$ component of the cubic group, and $E\times E=A_1+A_2+E$ does not contain $T_2$.

With exact eigenstates of the cubic $d^3$ problem the second-order cross term is

$$H_\times=-\sum_T\frac{P\,(VP_TH_{so}+H_{so}P_TV)\,P}{E_T-E({}^2E)} .$$

For pure $t_2^3$ wavefunctions the second-order splitting is $4v\zeta/3\Delta$, with $2\bar A$ above $\bar E$ for $v>0$, and corrections within that shell begin at fourth order. What remains is to evaluate the cross term with configuration mixing and the second trigonal parameter $v'$, and to see how well the simple formula holds for ruby.
